\section*{Surface Green functions by decimation: layer doubling and contact convergence}

\section{The decision: when is a contact infinite?}

When the contacts of a thin barrier are built by iteration, a calculation of the leakage needs two settings for each contact: the small energy $\eta$ that selects outgoing waves, and the number $k$ of iterations used to build the contact's surface Green function. The choice matters. In the model barrier treated below, at $E=0.5$ eV and with $\eta=10^{-6}$ eV, stopping at $k=16$ gives 0.6\% of the converged transmission, although each contact then already contains 65\,536 layers. This figure belongs to that energy alone: within $10^{-4}$ eV of it the same ratio runs from about $10^{-3}$ to more than 500. To choose $k$ we must know which finite system an unfinished iteration represents.

Divide the lead into identical principal layers $n=0,1,2,\dots$, thick enough that only neighbours couple. The Hamiltonian $H$ is Hermitian, with blocks $H_{00}$ within a layer and $H_{01}$ from layer $n$ to $n+1$; the overlap $S$ has blocks $S_{00}$, $S_{01}$, and $v^\dagger Sv\ge s_{\min}\|v\|^2$ with $s_{\min}>0$. For $z=E+i\eta$, $\eta>0$, define
\begin{equation}
D=zS_{00}-H_{00},\quad \alpha=H_{01}-zS_{01},\quad
\beta=H_{01}^\dagger-zS_{01}^\dagger .
\end{equation}
The matrix $A=zS-H$ has $D$ on its diagonal, $-\alpha$ above it and $-\beta$ below. The Green function obeys $AG=1$, and we want $G_s=G_{00}$. Its first column satisfies
\begin{align}
DG_{00}&=1+\alpha G_{10},\label{surf}\\
DG_{n0}&=\alpha G_{n+1,0}+\beta G_{n-1,0},\qquad n\ge1.\label{bulk}
\end{align}

One estimate will be used repeatedly. Since $H$ and $S$ are Hermitian, $\operatorname{Im}v^\dagger Av=\eta\,v^\dagger Sv\ge\eta s_{\min}\|v\|^2$, hence $\|Av\|\ge\eta s_{\min}\|v\|$. The same holds for $A^\dagger$ and for any finite section of the chain, because a vector on the section can be padded with zeros. All these matrices are therefore invertible, with inverses of norm at most $1/(\eta s_{\min})$.

\section{The naive scheme and its cost}

The direct approach grows a slab one layer at a time. Let $g^{(N)}$ be the surface block for an isolated slab of $N$ layers. Put a new layer in front, with amplitude $x_0$. The old slab is driven by $\beta x_0$ and responds with $x_1=g^{(N)}\beta x_0$. Inserting this in $Dx_0-\alpha x_1=1$ gives
\begin{equation}
g^{(N+1)}=\bigl(D-\alpha g^{(N)}\beta\bigr)^{-1},\qquad g^{(1)}=D^{-1}.
\end{equation}

To find how far $g^{(N)}$ is from $G_s$, restrict column 0 of the full $G$ to layers $0,\dots,N-1$. It solves the slab equations with the unit source at layer 0 and an extra source $\alpha G_{N0}$ at layer $N-1$. Column $N$, restricted in the same way, has only the source $\alpha G_{NN}$ at layer $N-1$. With $g_{0,N-1}$ the end-to-end block of the slab's Green function,
\begin{equation}
G_s=g^{(N)}+g_{0,N-1}\alpha G_{N0},\qquad G_{0N}=g_{0,N-1}\alpha G_{NN}.
\end{equation}
The block $G_{NN}$ is invertible. Indeed, let $v$ be the response to a source $x$ at layer $N$. Then $v^\dagger Av=(G_{NN}x)^\dagger x$. If $G_{NN}x=0$, the estimate above forces $v=0$, and so $x=0$. Eliminating $g_{0,N-1}\alpha$ gives the exact error
\begin{equation}
G_s-g^{(N)}=G_{0N}\,G_{NN}^{-1}\,G_{N0}.\label{err}
\end{equation}
A disturbance travels to the missing layer and back.

The layers beyond $m$ form the same semi-infinite lead, driven by $\beta G_{m0}$, so $G_{m+1,0}=G_s\beta G_{m0}$. Applying the same argument to $GA=1$ gives $G_{0,m+1}=G_{0m}\alpha G_s$. Therefore
\begin{equation}
G_{N0}=T^NG_s,\quad T=G_s\beta,\qquad G_{0N}=G_s(\alpha G_s)^N .
\end{equation}
Putting $G_{n0}=T^nG_s$ into (\ref{bulk}) at $n=1$ and cancelling the invertible $G_s$ yields $DT=\alpha T^2+\beta$. For $Tu=\lambda u$ with $\lambda\neq0$, division by $\lambda$ gives the Bloch equation
\begin{equation}
\bigl(D-\alpha\lambda-\beta/\lambda\bigr)u=0 .
\end{equation}
A column of $G$ is square summable because $A^{-1}$ is bounded. Choosing the source $G_s^{-1}u$ makes the column $\lambda^nu$, so $|\lambda|<1$.

Let $\rho$ be the largest $|\lambda|$. For real $H$ and $S$, as in the example, $A$ is symmetric, $\beta=\alpha^{\mathsf T}$, and $\alpha G_s=T^{\mathsf T}$ has the same eigenvalues as $T$. The middle factor in (\ref{err}) stays bounded, because eliminating both sides of layer $N$ gives $G_{NN}^{-1}=D-\alpha G_s\beta-\beta \tilde g\alpha$, where $\tilde g$ is a block of a finite-slab inverse. The error thus falls as $\rho^{2N}$ for a simple leading mode whose coefficient does not vanish.

Well inside a gap this is fast. Inside a band it is slow when $\eta$ is small. Write $\lambda=e^{i\theta}$ and let $E(\theta)$ be the band. Replacing $E$ by $E+i\eta$ shifts the phase by $\delta\theta\simeq i\eta/E'(\theta)$. For the decaying wave, to first order in $\eta$,
\begin{equation}
-\ln\rho\simeq\eta/w,\qquad w=|dE/d\theta| .\label{rho}
\end{equation}
If several channels are open, the largest $w$ counts. With a prefactor of order one (in $\mathrm{eV}^{-1}$), reaching an error $\epsilon$ (same unit) requires
\begin{equation}
N\gtrsim\frac{w}{2\eta}\ln\frac1\epsilon .\label{need}
\end{equation}
For $w=2.156$ eV, $\eta=10^{-6}$ eV and $\epsilon=10^{-6}$ this is $2.156\times13.82/(2\times10^{-6})\approx1.5\times10^7$ layers, each costing one inversion at every energy. Raising $\eta$ reduces the number but changes the contact: its waves then decay over $w/\eta$ layers.

At a band edge where no other channel is open, $w$ vanishes and (\ref{rho}) fails. For $E(\theta)=E_0+c\theta^2/2$ and real part of the energy at $E_0$, $\theta^2=2i\eta/c$. Since $\sqrt{i}=(1+i)/\sqrt2$, the imaginary part of $\theta$ has magnitude $\sqrt{\eta/|c|}$, so $-\ln\rho\simeq\sqrt{\eta/|c|}$. For small $\eta$ such an edge needs fewer layers than the band interior.

\section{Eliminate every second survivor}

The naive scheme uses the identity of the layers only to add one more. It is better to join two equal stretches at every step. Suppose that after $k$ steps the remaining layers are $0,N,2N,\dots$, with amplitudes $X_j=G_{jN,0}$ and equations
\begin{align}
D^s_kX_0&=1+\alpha_kX_1,\label{ks}\\
D_kX_j&=\alpha_kX_{j+1}+\beta_kX_{j-1},\qquad j\ge1.\label{kb}
\end{align}
At $k=0$ these are (\ref{surf}) and (\ref{bulk}), with $N=1$ and $D_0^s=D_0=D$. Solve the odd equations, $X_j=D_k^{-1}(\alpha_kX_{j+1}+\beta_kX_{j-1})$, and insert them into the equation for even $j=2m\geq2$:
\begin{align}
D_kX_{2m}={}&\alpha_kD_k^{-1}(\alpha_kX_{2m+2}+\beta_kX_{2m})\notag\\
&+\beta_kD_k^{-1}(\alpha_kX_{2m}+\beta_kX_{2m-2}).
\end{align}
Moving the two terms in $X_{2m}$ to the left restores the form (\ref{kb}). The surface has a neighbour on one side only, so $D_k^sX_0=1+\alpha_kD_k^{-1}(\alpha_kX_2+\beta_kX_0)$ and it acquires one correction. The new blocks are
\begin{align}
\alpha_{k+1}&=\alpha_kD_k^{-1}\alpha_k,\qquad
\beta_{k+1}=\beta_kD_k^{-1}\beta_k,\notag\\
D_{k+1}&=D_k-\alpha_kD_k^{-1}\beta_k-\beta_kD_k^{-1}\alpha_k,\label{dec}\\
D^s_{k+1}&=D^s_k-\alpha_kD_k^{-1}\beta_k .\notag
\end{align}

The survivors are now $0,2N,4N,\dots$. By induction their spacing is $N=2^k$. This spacing is what doubles exactly. The number of layers eliminated between neighbouring survivors is $m_k=2^k-1$, which obeys $m_{k+1}=2m_k+1$: two old gaps plus the survivor between them. The statement that the eliminated number doubles is therefore true only asymptotically.

The unfinished result $g_k=(D^s_k)^{-1}$ also has an exact meaning. The equation of a survivor at step $k$ combines original rows at distance at most $N-1$ from it. This is true at $k=0$, and one step extends the reach to $N+(N-1)=2N-1$. Equation (\ref{ks}) thus uses rows $0,\dots,N-1$ only. An isolated slab of $N$ layers obeys those same rows with the amplitude at layer $N$ set to zero. Setting $X_1=0$ in (\ref{ks}) gives
\begin{equation}
g_k=g^{(N)},\qquad N=2^k .\label{slab}
\end{equation}
So $k$ iterations deliver what the naive scheme obtains in $2^k-1$ additions. For $n$ orbitals per layer, each iteration costs one factorization of $D_k$ and a fixed number of matrix products, of order $n^3$ operations.

Equation (\ref{slab}) was tested against dense inversion for $k=0,\dots,5$. Slabs with one layer more or fewer did not fit.

\section{What makes an iteration stable}

The recursion needs $D_k^{-1}$. Assume the earlier steps were possible, and give one bulk survivor the amplitude $x$ and its two neighbours zero. Back-substitution fills the $N-1$ layers on each side so that their equations hold. The resulting vector $v$ on $2N-1$ layers satisfies $Av=D_kx$ at the centre and zero elsewhere, where $A$ is the finite section. Hence
\begin{equation}
\operatorname{Im}x^\dagger D_kx=\operatorname{Im}v^\dagger Av
=\eta\,v^\dagger Sv\ge\eta s_{\min}\|x\|^2,
\end{equation}
so $D_k$ is invertible and $\|D_k^{-1}\|\le1/(\eta s_{\min})$. By induction no step fails in exact arithmetic when $\eta>0$. The same argument with the surface layer covers $D^s_k$. This bound is a guarantee, not an estimate: in the example at $E=0.5$ eV and $\eta=0.01$ eV it is 126 $\mathrm{eV}^{-1}$, while the largest norms met in $k=0,\dots,12$ are 1.9 $\mathrm{eV}^{-1}$ for $D_k^{-1}$ and 11.9 $\mathrm{eV}^{-1}$ for $(D^s_k)^{-1}$.

At $\eta=0$ the guarantee disappears. Take one orthogonal orbital per layer with zero site energy and hopping $t$, so that $D_0=E$ and $\alpha_0=\beta_0=t$. Then (\ref{dec}) gives $D_{k+1}=D_k-2\alpha_k^2/D_k$ and $\alpha_{k+1}=\alpha_k^2/D_k$, and the ratio $r_k=D_k/\alpha_k$ obeys
\begin{equation}
r_{k+1}=r_k^2-2 .
\end{equation}
Inside the band $r_0=2\cos\theta$, and $4\cos^2\theta-2=2\cos2\theta$, so $r_k=2\cos(2^k\theta)$. Layer doubling is here phase doubling. The ratio stays between $-2$ and $2$, so the survivors never decouple, and the recursion breaks down if $2^k\theta$ reaches an odd multiple of $\pi/2$. For $t=1$ eV and $E=2\cos(\pi/8)=1.848$ eV this happens at $k=2$. That energy is a level of the seven-layer chain, whose length is $2N-1$ with $N=4$. Outside the band, for $E>2t>0$, $r_k=2\cosh(2^k\kappa)$ with $2\cosh\kappa=E/t$, and the survivors decouple even at $\eta=0$.

\section{Gap and band in a two-orbital lead}

The example uses round model parameters, in eV for $H$:
\begin{equation}
\begin{aligned}
H_{00}&=\begin{pmatrix}0&0.3\\0.3&4\end{pmatrix},&
H_{01}&=\begin{pmatrix}-1&0.4\\-0.4&0.5\end{pmatrix},\\
S_{00}&=1,&
S_{01}&=\begin{pmatrix}0.10&0.05\\-0.05&0.08\end{pmatrix}.
\end{aligned}
\end{equation}
Its bands run from $-1.68$ to 2.39 eV and from 3.68 to 4.32 eV. In the gap, at $E=3$ eV, the Bloch equation gives $\rho=0.5738$. The error norms are:
\begin{center}
\begin{tabular}{ccc}
$k$ & $N$ & $\|G_s-g_k\|$ ($\mathrm{eV}^{-1}$)\\
2 & 4 & $8.6\times10^{-3}$\\
3 & 8 & $1.027\times10^{-4}$\\
4 & 16 & $1.42\times10^{-8}$
\end{tabular}
\end{center}
From $N=8$ to 16 the logarithm of the error changes by $-1.111$ per layer, equal to $2\ln\rho$ at this precision. If the error is $C\rho^{2N}$, doubling $N$ turns an error $e$ into $e^2/C$. The entry at $N=8$ gives $C=1.027\times10^{-4}/0.5738^{16}\approx0.74\ \mathrm{eV}^{-1}$, and $e^2/C\approx1.4\times10^{-8}\ \mathrm{eV}^{-1}$, as found. The number of correct digits roughly doubles per iteration.

In the band, at $E=0.5$ eV, $w=2.156$ eV. An error below $10^{-6}\ \mathrm{eV}^{-1}$ is first reached at $k=11$, 18 and 24 for $\eta=10^{-2}$, $10^{-4}$ and $10^{-6}$ eV. The base-2 logarithm of (\ref{need}) gives 10.5, 17.2 and 23.8, which round up to these values. A factor 100 in $\eta$ costs $\log_2100\approx6.6$ iterations rather than 100 times the work.

\section{Consequence for the leakage}

Place $M$ barrier layers, raised by $U=3$ eV, between two such leads. In a non-orthogonal basis we take the potential matrix $\tfrac12(U_i+U_j)S_{ij}$, with $U_i$ the potential of the layer holding orbital $i$. Blocks inside the barrier are then evaluated at $z-U$ and the interface couplings $\alpha_i,\beta_i$ at $z-U/2$. The first right-lead layer responds to the last barrier layer as $\psi_{M+1}=G_R\beta_i\psi_M$. Hence $\Sigma_R=\alpha_iG_R\beta_i$, and likewise $\Sigma_L=\beta_iG_L\alpha_i$, where $G_L$ follows from (\ref{dec}) with $\alpha$ and $\beta$ exchanged. Let $\Gamma=i(\Sigma-\Sigma^\dagger)$ for each contact.

Now take $\eta\to0^+$. The states $\phi$ of the isolated right lead satisfy $i(G_R-G_R^\dagger)=2\pi\sum\phi\phi^\dagger\delta(E-E_\phi)$. They drive the barrier with sources $s=\alpha_i\phi$, so the sum of $ss^\dagger$ per unit energy is $\Gamma_R/2\pi$. The response at the left end is $\psi_1=G_{1M}s$, with $G$ now the barrier Green function including both self-energies, and the flux into the left lead is $\psi_1^\dagger\Gamma_L\psi_1/\hbar$. An open channel brings in a flux $1/(2\pi\hbar)$ per unit energy, because its density of states per length is the inverse of $2\pi\hbar$ times its velocity. Dividing gives the transmission
\begin{equation}
\mathcal T=\operatorname{Tr}\bigl[\Gamma_LG_{1M}\Gamma_RG_{1M}^\dagger\bigr].
\end{equation}

At $E=0.5$ eV one channel is open. Four barrier layers give $\mathcal T=1.208\times10^{-4}$, and eight give $6.39\times10^{-9}$. Direct matching of Bloch waves agrees within the tested relative tolerance of $10^{-4}$. The decay of $\ln\mathcal T$ is 2.462 per layer, twice the smallest decay constant of the barrier's own Bloch equation.

For $M=4$ and $\eta=10^{-6}$ eV, stopping both contacts early changes this as follows:
\begin{center}
\begin{tabular}{cccccc}
$k$ & 8 & 16 & 20 & 22 & 24\\
$\mathcal T_k/\mathcal T_{30}$ & $5.4\times10^{-8}$ & 0.0063 & 0.21 & 1.06 & 1.000
\end{tabular}
\end{center}
By (\ref{slab}) each contact is a slab with discrete levels. At $k=8$ their typical spacing is $\pi w/N\approx0.026$ eV, far above $\eta$. For a slab with states $\phi$, $i(g_k-g_k^\dagger)=\sum2\eta\,\phi\phi^\dagger/[(E-E_\phi)^2+\eta^2]$, which is of order $\eta$ away from a level. So is $\Gamma$, and two such factors make $\mathcal T$ of order $\eta^2$ as long as $G_{1M}$ stays bounded. The exceptions are not the levels of the isolated slab: there $\Gamma$ grows as $1/\eta$, but so does $\Sigma$, which suppresses the part of $G_{1M}$ that the large $\Gamma$ multiplies. They are the levels of the two slabs and the barrier taken together, which the coupling shifts away from those of the isolated slab. At such a level $G_{1M}$ itself grows as $1/\eta$ and offsets the two small factors, and $\mathcal T_k$ can far exceed the converged value. For $k=8$ the factor is about 580 to 710 at the combined levels between 0.4 and 0.6 eV, the same for $\eta=10^{-6}$ and $10^{-7}$ eV, while at the levels of the isolated slab in that range the ratio is about $10^{-6}$ for $\eta=10^{-6}$ eV. The table entries for unconverged $k$ thus depend on where $E$ falls between levels; at $k=20$ the ratio runs from 0.20 to 4.9 within $6.5\times10^{-6}$ eV of $E$. Stopping early therefore does not always underestimate the leakage.

The approach to the limit need not be monotonic: the leading error carries $\lambda^{2N}$, including its phase. At $k=22$, $N=4.2\times10^6$ and $\rho^{2N}=e^{-3.9}\approx0.02$, so an overshoot of 6\% is compatible with a prefactor of a few. Two steps later $\rho^{2N}\approx2\times10^{-7}$, and the relative deviation of $\mathcal T$ is $7\times10^{-7}$.

Equation (\ref{need}) therefore gives the first choice of $k$ inside a band. A check during the run follows from (\ref{ks}), which gives $G_s-g_k=g_k\alpha_kG_{N0}$. Both outer factors are bounded by $1/(\eta s_{\min})$, so
\begin{equation}
\|G_s-g_k\|\le\frac{\|\alpha_k\|}{(\eta s_{\min})^2}.
\end{equation}
This is safe in exact arithmetic but pessimistic for small $\eta$. Rounding needs a separate check; here, after 32 iterations at each of the three values of $\eta$, the result was tested to agree with the Bloch-wave construction within $10^{-7}\ \mathrm{eV}^{-1}$. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
H00 (eV): [[0.0, 0.3], [0.3, 4.0]]  H01 (eV): [[-1.0, 0.4], [-0.4, 0.5]]
S00: [[1.0, 0.0], [0.0, 1.0]]  S01: [[0.1, 0.05], [-0.05, 0.08]]
lower band: -1.6775 to 2.3869 eV
upper band: 3.6845 to 4.3211 eV
smallest overlap eigenvalue s_min = 0.7908
largest relative deviation from dense elimination, k=0..5: 1.5e-14
E=0.5 eV, eta=0.01 eV: largest |inv(D_k)| = 1.914 1/eV, bound = 126.4 1/eV
E=3.0 eV, eta=1e-06 eV: rho = 0.573796
surface Green function diagonal, real part (1/eV): [0.408143, -0.930119]
  k=0 N= 1 eliminated between= 0 error=1.528e-01 1/eV
  k=1 N= 2 eliminated between= 1 error=6.852e-02 1/eV
  k=2 N= 4 eliminated between= 3 error=8.581e-03 1/eV
  k=3 N= 8 eliminated between= 7 error=1.027e-04 1/eV
  k=4 N=16 eliminated between=15 error=1.419e-08 1/eV
ln(error) per layer, N=8 to 16: -1.11093; 2 ln(rho) = -1.11096
E=0.5 eV: theta=1.90317 rad, |dE/dtheta|=2.15590 eV
  eta=1e-02 eV: -ln(rho)=4.6384e-03, estimate k=10.54, needed k=11, N=2048
  eta=1e-04 eV: -ln(rho)=4.6384e-05, estimate k=17.18, needed k=18, N=262144
  eta=1e-06 eV: -ln(rho)=4.6384e-07, estimate k=23.83, needed k=24, N=16777216
  error target used for these counts: 1e-06 1/eV
one orbital, hopping 1 eV, eta=0, E=1.847759 eV: |D_2/alpha_2| = 5.8e-16
barrier: U=3.0 eV, E=0.5 eV, eta=1e-06 eV
  M=2 barrier layers: T=1.66269e-02, wave matching=1.66269e-02
  M=4 barrier layers: T=1.20834e-04, wave matching=1.20834e-04
  M=6 barrier layers: T=8.78839e-07, wave matching=8.78838e-07
  M=8 barrier layers: T=6.39207e-09, wave matching=6.39206e-09
  decay of ln T per layer, M=6 to 8: 2.46177; 2*kappa=2.46177
  M=4, stopped at k=8: T/T(k=30)=5.406185e-08
  M=4, stopped at k=16: T/T(k=30)=6.278997e-03
  M=4, stopped at k=20: T/T(k=30)=2.072149e-01
  M=4, stopped at k=22: T/T(k=30)=1.062010e+00
  M=4, stopped at k=24: T/T(k=30)=9.999993e-01
  M=4, stopped at k=26: T/T(k=30)=1.000000e+00
\end{verbatim}
